**Failure probability of a 72-bit word with single-error correction**

For $n=72$ bits, each wrong independently with probability $p=10^{-6}$, the probability of an uncorrectable word is $P_u=1-(1-p)^n-np(1-p)^{n-1}=2.556\times10^{-9}$. The program asserts that the closed formula agrees with an enumeration of all error patterns of a 10-bit word, and with an explicit sum and an integral for 72 bits. It asserts the upper and lower bounds in exact rational arithmetic for several values of $n$ and $p$. It also builds a (72,64) code, asserts that all single errors are corrected and all double errors flagged, and compares the number of miscorrected triple errors with a separate count of codewords with four ones. A decoder simulation of 100,000 words at $p=0.01$ gives a failure fraction of 0.1623, in agreement with the formula within the standard error of 0.0012. For the capacitor example, the output shows a signal difference of 0.390 V and an allowed noise deviation of 41 mV. It also shows $P_u$ rising by a factor of 3.2 for a margin correlation of 0.05, by 10 for a 5 % loss of polarization, and by 100 for ten intervals of accumulated failures.

## Numerical check

```python
# Result under test: a word of n bits, each wrong independently with
# probability p, protected by a code that corrects one error, is uncorrectable
# with probability P_u = 1-(1-p)^n - n p (1-p)^(n-1), and
# C(n,2)p^2[1-2(n-2)p/3] <= P_u <= C(n,2)p^2.  For n=72, p=1e-6: about 2.556e-9.
# Also sized: a ferroelectric capacitor read-out and effects outside the model.
from fractions import Fraction
from itertools import combinations, product
from math import comb, exp, expm1, log1p, pi, sqrt
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.stats import binom, norm


def uncorrectable(n, p):
    """Closed form; use exact fractions when p is small."""
    return 1 - (1 - p)**n - n * p * (1 - p)**(n - 1)


n_bits, n_check = 72, 8
p_exact = Fraction(1, 10**6)
p_bit = float(p_exact)

# Enumerate every error pattern of a short word.
p_short = Fraction(1, 7)
total = Fraction(0)
for pattern in product((0, 1), repeat=10):
    if sum(pattern) >= 2:
        weight = Fraction(1)
        for bit in pattern:
            weight *= p_short if bit else 1 - p_short
        total += weight
assert total == uncorrectable(10, p_short)

# Explicit sum over error numbers against the closed form and the integral.
for p_test in (p_exact, Fraction(1, 50)):
    terms = [comb(n_bits, k) * p_test**k * (1 - p_test)**(n_bits - k)
             for k in range(2, n_bits + 1)]
    assert sum(terms) == uncorrectable(n_bits, p_test)
    integral = quad(lambda t: n_bits * (n_bits - 1) * t * (1 - t)**(n_bits - 2),
                    0, float(p_test), epsabs=0, epsrel=1e-11)[0]
    assert abs(integral / float(sum(terms)) - 1) < 1e-9

# Bounds in exact arithmetic, including large p.
for n in (3, 8, 72):
    for p_test in (p_exact, Fraction(1, 1000), Fraction(1, 10), Fraction(1, 2)):
        upper = comb(n, 2) * p_test**2
        lower = upper * (1 - Fraction(2 * (n - 2), 3) * p_test)
        assert lower <= uncorrectable(n, p_test) <= upper

P_u = float(uncorrectable(n_bits, p_exact))
pairs = comb(n_bits, 2)
P_upper = pairs * p_bit**2
P_lower = P_upper * (1 - 2 * (n_bits - 2) * p_bit / 3)
P_poisson = (n_bits * p_bit)**2 / 2
assert abs(P_u / 2.6e-9 - 1) < 0.02
assert abs(P_poisson / P_u - n_bits / (n_bits - 1)) < 1e-4

# A real (72,64) code: check columns of odd weight 1, 3 and 5.
columns = [1 << i for i in range(8)]
columns += [v for v in range(256) if bin(v).count("1") == 3]
columns += [((31 << r) | (31 >> (8 - r))) & 255 for r in range(8)]
columns = np.array(columns)
assert len(columns) == n_bits and len(set(columns.tolist())) == n_bits
lookup = np.full(256, -1)
lookup[columns] = np.arange(n_bits)
assert lookup[0] == -1
assert np.all(lookup[columns] == np.arange(n_bits))
double = np.array(list(combinations(range(n_bits), 2)))
syndrome2 = columns[double[:, 0]] ^ columns[double[:, 1]]
assert np.all(syndrome2 != 0) and np.all(lookup[syndrome2] == -1)
check_only = int(np.sum(np.all(double < n_check, axis=1)))
triple = np.array(list(combinations(range(n_bits), 3)))
syndrome3 = columns[triple[:, 0]] ^ columns[triple[:, 1]] ^ columns[triple[:, 2]]
miscorrected = int(np.sum(lookup[syndrome3] >= 0))
# Each weight-4 codeword is three pairings of double errors with equal syndrome.
collisions = sum(comb(int(c), 2) for c in np.bincount(syndrome2))
assert collisions % 3 == 0
codewords4 = collisions // 3
assert miscorrected == 4 * codewords4
P_silent = miscorrected * p_bit**3

# Random errors through the decoder at a larger bit failure probability.
rng = np.random.default_rng(7)
p_sim, n_words = 0.01, 100000
errors = rng.random((n_words, n_bits)) < p_sim
column_bits = ((columns[:, None] >> np.arange(8)) & 1).astype(np.float32)
parity = np.rint(errors.astype(np.float32) @ column_bits).astype(int) % 2
position = lookup[parity @ (1 << np.arange(8))]
residual = errors.copy()
flip = np.flatnonzero(position >= 0)
residual[flip, position[flip]] ^= True
simulated = float(np.mean(residual.any(axis=1)))
predicted = uncorrectable(n_bits, p_sim)
sim_error = sqrt(predicted * (1 - predicted) / n_words)
assert abs(simulated - predicted) < 5 * sim_error

# Array of 2^30 data bits, and the word without correction.
n_array = 2**30 // 64
expected_bad = n_array * P_u
P_array = -expm1(n_array * log1p(-P_u))
mp.mp.dps = 40
survival = 1 - mp.mpf(P_u)
for _ in range(24):
    survival = survival**2
assert n_array == 2**24 and abs(float(1 - survival) / P_array - 1) < 1e-10
P_plain = -expm1(64 * log1p(-p_bit))
assert abs(P_plain / binom.sf(0, 64, p_bit) - 1) < 1e-9

# Capacitor read-out, in fF, fC and V.
thickness_nm, area_um2, two_Pr, eps_r = 10.0, 0.1, 40.0, 30.0
C_line, V_plate, temperature = 100.0, 2.5, 300.0
charge = two_Pr * 1e-6 / 1e-4 * area_um2 * 1e-12 * 1e15
C_film = constants.epsilon_0 * eps_r * area_um2 * 1e-12 / (thickness_nm * 1e-9) * 1e15
C_total = C_line + C_film
signal = charge / C_total
V_low, V_high = [brentq(lambda v: C_line * v - C_film * (V_plate - v) - q,
                        -1, 3, xtol=1e-13) for q in (0.0, charge)]
assert abs(V_high - V_low - signal) < 1e-10
field = (V_plate - V_high) / thickness_nm * 10
margin = signal / 2
z = norm.isf(p_bit)
sigma = margin / z
tail = quad(norm.pdf, z, z + 12, epsabs=0, epsrel=1e-10)[0]
assert abs(tail / p_bit - 1) < 1e-7

# Thermal noise on the bit line, checked by a Boltzmann average.
kT = constants.k * temperature
thermal = sqrt(kT / (C_total * 1e-15))
v_grid = np.linspace(-0.003, 0.003, 20001)
boltzmann = np.exp(-C_total * 1e-15 * v_grid**2 / (2 * kT))
v_rms = sqrt(np.sum(v_grid**2 * boltzmann) / np.sum(boltzmann))
assert abs(v_rms / thermal - 1) < 1e-6

# Shared margin fluctuation: same p per bit, correlation rho between bits.
rho = 0.05
u = np.linspace(-10, 12, 8001)
du = u[1] - u[0]
p_given_u = norm.sf((z - sqrt(rho) * u) / sqrt(1 - rho))
density = norm.pdf(u)
assert abs(np.sum(density * p_given_u) * du / p_bit - 1) < 1e-7
pair_prob = float(np.sum(density * p_given_u**2) * du)
pair_check = p_bit**2 + quad(
    lambda r: exp(-z * z / (1 + r)) / (2 * pi * sqrt(1 - r * r)),
    0, rho, epsabs=0, epsrel=1e-10)[0]
assert abs(pair_prob / pair_check - 1) < 1e-6
P_corr = float(np.sum(density * binom.sf(1, n_bits, p_given_u)) * du)
assert P_corr > P_u

# Loss of polarization with the reference kept midway between the states.
loss = 0.05
p_loss = norm.sf((1 - loss) * margin / sigma)
P_loss = float(binom.sf(1, n_bits, p_loss))
assert P_loss > P_u

# Persistent failures gathered over several intervals without correction.
intervals = 10
p_acc = -expm1(intervals * log1p(-p_bit))
first_failures = sum(p_bit * (1 - p_bit)**j for j in range(intervals))
assert abs(p_acc / first_failures - 1) < 1e-10
P_acc = float(binom.sf(1, n_bits, p_acc))
assert abs(P_acc / P_u / intervals**2 - 1) < 1e-3

print(f"Bits per word: {n_bits}; check bits: {n_check}")
print(f"Bit failure probability p: {p_bit:.1e}")
print(f"Mean number of wrong bits per word: {n_bits * p_bit:.2e}")
print(f"Number of bit pairs: {pairs}")
print(f"Uncorrectable-word probability P_u: {P_u:.6e}")
print(f"Upper bound, pairs times p^2: {P_upper:.6e}")
print(f"Lower bound: {P_lower:.6e}")
print(f"Relative width of bounds: {1 - P_lower / P_upper:.3e}")
print(f"Poisson estimate (np)^2/2: {P_poisson:.4e}")
print(f"Poisson estimate / P_u: {P_poisson / P_u:.4f}")
print(f"Double errors flagged by the code: {len(double)} of {pairs}")
print(f"Double errors in check bits only: {check_only}")
print(f"Triple errors: {len(triple)}; miscorrected: {miscorrected}")
print(f"Weight-4 codewords: {codewords4}")
print(f"Silent miscorrection probability, order p^3: {P_silent:.3e}")
print(f"Decoder simulation at p = {p_sim}: {simulated:.4f}")
print(f"Formula at that p: {predicted:.4f}; standard error: {sim_error:.4f}")
print(f"Words in array: {n_array}")
print(f"Expected uncorrectable words in array: {expected_bad:.4f}")
print(f"Probability of at least one in array: {P_array:.4f}")
print(f"Failure probability of bare 64-bit word: {P_plain:.4e}")
print(f"Bare-word failure / P_u: {P_plain / P_u:.3e}")
print(f"Film thickness: {thickness_nm:.0f} nm; area: {area_um2} um2")
print(f"Switched polarization 2Pr: {two_Pr:.0f} uC/cm2; eps_r: {eps_r:.0f}")
print(f"Bit-line capacitance: {C_line:.0f} fF; plate pulse: {V_plate} V")
print(f"Temperature: {temperature:.0f} K")
print(f"Switched charge: {charge:.1f} fC")
print(f"Film capacitance: {C_film:.3f} fF")
print(f"Bit-line levels: {V_low:.4f} V and {V_high:.4f} V")
print(f"Signal difference: {signal:.4f} V; margin: {margin:.4f} V")
print(f"Margin in standard deviations for p: {z:.4f}")
print(f"Allowed standard deviation: {sigma * 1e3:.2f} mV")
print(f"Thermal noise: {thermal * 1e3:.3f} mV")
print(f"Film field at end of switching read: {field:.2f} MV/cm")
print(f"Margin correlation: {rho}")
print(f"Pair failure probability with correlation: {pair_prob:.3e}")
print(f"P_u with correlation: {P_corr:.3e}; ratio: {P_corr / P_u:.2f}")
print(f"Polarization loss: {100 * loss:.0f} %")
print(f"Bit failure probability after loss: {p_loss:.3e}")
print(f"P_u after loss: {P_loss:.3e}; ratio: {P_loss / P_u:.2f}")
print(f"Intervals without correction: {intervals}")
print(f"P_u after these intervals: {P_acc:.4e}; ratio: {P_acc / P_u:.2f}")
print("verified")
```

Output:

```
Bits per word: 72; check bits: 8
Bit failure probability p: 1.0e-06
Mean number of wrong bits per word: 7.20e-05
Number of bit pairs: 2556
Uncorrectable-word probability P_u: 2.555881e-09
Upper bound, pairs times p^2: 2.556000e-09
Lower bound: 2.555881e-09
Relative width of bounds: 4.667e-05
Poisson estimate (np)^2/2: 2.5920e-09
Poisson estimate / P_u: 1.0141
Double errors flagged by the code: 2556 of 2556
Double errors in check bits only: 28
Triple errors: 59640; miscorrected: 33568
Weight-4 codewords: 8392
Silent miscorrection probability, order p^3: 3.357e-14
Decoder simulation at p = 0.01: 0.1623
Formula at that p: 0.1623; standard error: 0.0012
Words in array: 16777216
Expected uncorrectable words in array: 0.0429
Probability of at least one in array: 0.0420
Failure probability of bare 64-bit word: 6.3998e-05
Bare-word failure / P_u: 2.504e+04
Film thickness: 10 nm; area: 0.1 um2
Switched polarization 2Pr: 40 uC/cm2; eps_r: 30
Bit-line capacitance: 100 fF; plate pulse: 2.5 V
Temperature: 300 K
Switched charge: 40.0 fC
Film capacitance: 2.656 fF
Bit-line levels: 0.0647 V and 0.4543 V
Signal difference: 0.3896 V; margin: 0.1948 V
Margin in standard deviations for p: 4.7534
Allowed standard deviation: 40.99 mV
Thermal noise: 0.201 mV
Film field at end of switching read: 2.05 MV/cm
Margin correlation: 0.05
Pair failure probability with correlation: 3.219e-12
P_u with correlation: 8.225e-09; ratio: 3.22
Polarization loss: 5 %
Bit failure probability after loss: 3.155e-06
P_u after loss: 2.543e-08; ratio: 9.95
Intervals without correction: 10
P_u after these intervals: 2.5548e-07; ratio: 99.96
verified
```
